# Wavevector of an antiferromagnetic cycloid driven by flexomagnetoelectric coupling, part 1

(Sections cited here and not found follow in the second part.)

## 1. From a chain of spins to the cycloid

Suppose that the antiferromagnetic order of a ferroelectric is taken to be uniform when in fact it turns in space. A weak magnetic moment proportional to one component of the order is then predicted to survive in a wide sample, although its average over every full turn is zero. Knowing that the order turns is not enough either. A factor of two in the wavevector matters so much that, at twice the correct value, the energy gained by turning vanishes altogether. The period must therefore be derived with its factors in place.

The result is

\[
q_0=\frac{\gamma P}{2A}.
\]

Here \(A\) multiplies the squared gradients of the unit antiferromagnetic vector, \(P\) is the polarization and \(\gamma\) is the strength of the flexomagnetoelectric coupling. Anisotropy is left out at first and restored in the second half. The argument starts from one pair of neighbouring spins.

### One bond

Take a chain along \(x\) with spacing \(a\) and classical unit spins \(\mathbf S_i\). Energies are counted per unit cross-section, so the two coupling constants \(J\) and \(D\) are energies per area. Let

\[
E=\sum_i\Big[J(1+\mathbf S_i\cdot\mathbf S_{i+1})
+D\,(S_i^zS_{i+1}^x-S_i^xS_{i+1}^z)\Big],\qquad J>0 .
\]

The first term favours antiparallel neighbours. The second favours a turn in the \(xz\) plane and changes sign when the two spins are exchanged. Such a term needs a structure without inversion symmetry about the bond centre, which the polarization provides.

The spins alternate from site to site, so they are not smooth functions of position. Define

\[
\mathbf S_i=(-1)^i\,\mathbf l_i ,\qquad |\mathbf l_i|=1 .
\]

The vector \(\mathbf l\) is the Néel vector. Neighbouring sites have opposite sign factors, so every product of neighbouring spins changes sign:

\[
E=\sum_i\Big[J(1-\mathbf l_i\cdot\mathbf l_{i+1})
-D\,(l_i^zl_{i+1}^x-l_i^xl_{i+1}^z)\Big].
\]

In this variable the exchange favours parallel neighbours, and a gradient expansion becomes possible.

Let \(\mathbf l\) lie in the \(xz\) plane at an angle \(\theta\) from \(z\) towards \(x\), so that \(\mathbf l=(\sin\theta,0,\cos\theta)\). With \(\Delta=\theta_{i+1}-\theta_i\),

\[
\mathbf l_i\cdot\mathbf l_{i+1}=\cos\Delta,
\]

\[
l_i^zl_{i+1}^x-l_i^xl_{i+1}^z
=\cos\theta_i\sin\theta_{i+1}-\sin\theta_i\cos\theta_{i+1}=\sin\Delta .
\]

The energy of one bond is therefore

\[
e(\Delta)=J(1-\cos\Delta)-D\sin\Delta .
\]

Its derivative \(J\sin\Delta-D\cos\Delta\) vanishes at

\[
\tan\Delta_0=\frac DJ .
\]

On the branch with \(\cos\Delta_0>0\), the second derivative \(J\cos\Delta_0+D\sin\Delta_0=\sqrt{J^2+D^2}\) is positive, so this is the minimum. If \(D=0\) the neighbouring Néel vectors are parallel, as they should be. For any nonzero \(D\) they turn.

It remains to ask whether a spin could lower the energy by leaving the plane. Write \(r_i\) for the length of the projection of \(\mathbf l_i\) on the \(xz\) plane. The bond energy becomes

\[
J-J\,l_i^yl_{i+1}^y-\sqrt{J^2+D^2}\;r_ir_{i+1}\cos(\Delta-\Delta_0).
\]

Since \(J\le\sqrt{J^2+D^2}\) and \(|l_i^yl_{i+1}^y|+r_ir_{i+1}\le1\) for unit vectors, no bond can have an energy below \(J-\sqrt{J^2+D^2}\). The planar turn by \(\Delta_0\) reaches this value. In an open chain all bonds can do so together, because each new spin can be placed at the required angle from the last. The uniform planar turn is thus the lowest state of the open chain.

### The smooth limit

When \(\Delta\) is small, let \(\theta(x)\) be a smooth function with \(\Delta\simeq a\theta'\). To leading order \(1-\cos\Delta\simeq\Delta^2/2\) and \(\sin\Delta\simeq\Delta\). Dividing the energy of a bond by its length \(a\) gives an energy per volume,

\[
f=\frac{1}{a}\left[\frac J2a^2\theta'^2-Da\theta'\right]
=\frac{Ja}{2}\theta'^2-D\theta' .
\]

This identifies the continuum constants of the chain:

\[
A=\frac{Ja}{2},\qquad \gamma P=D .
\]

The second relation expresses that \(D\) is odd in the polarization and, to leading order, proportional to it. The units agree: \(A\) is an energy per length and \(\gamma P\) an energy per area. With \(P\) in C/m², \(\gamma\) is in volts.

The planar energy density is now

\[
f=A\theta'^2-\gamma P\,\theta' .
\]

For a constant rate of turning, \(\theta'=q\), it becomes \(f(q)=Aq^2-\gamma Pq\). Setting the derivative \(2Aq-\gamma P\) to zero gives \(q_0=\gamma P/(2A)\). The 2 in the denominator comes from differentiating the square.

Completing the square shows more:

\[
f=A(\theta'-q_0)^2-Aq_0^2,\qquad
Aq_0^2=\frac{(\gamma P)^2}{4A}.
\]

To confirm this, expand the square. The term linear in \(\theta'\) is \(-2Aq_0\theta'=-\gamma P\theta'\), and the two constants cancel. Since \(A>0\), no planar function \(\theta(x)\), whether or not it turns at a constant rate, has an energy density below \(-Aq_0^2\) anywhere.

Three values of \(q\) show what is at stake. At \(q=0\) the energy is zero. At \(q_0\) it is \(-Aq_0^2\). At \(2q_0\) it is zero again, because the exchange cost has grown fourfold while the gain from the coupling has only doubled. A convention error that replaces \(2A\) by \(A\) leads to this last point.

The lattice result has the same limit. From the constants above, \(D/J=\gamma Pa/(2A)=q_0a\), so

\[
\tan(qa)=q_0a,\qquad
\frac{q}{q_0}=\frac{\arctan(q_0a)}{q_0a}\simeq1-\frac{(q_0a)^2}{3}.
\]

The continuum formula is good when the turn per spacing is small compared with one radian.

### What the ends decide

The bulk equation of equilibrium does not determine the wavevector. Vary \(\theta\) by \(\delta\theta\) in a sample between \(x=0\) and \(x=L\), and integrate by parts:

\[
\delta\!\int_0^L\! f\,dx
=\Big[(2A\theta'-\gamma P)\,\delta\theta\Big]_0^L
-\int_0^L2A\theta''\,\delta\theta\,dx .
\]

The bulk term requires \(\theta''=0\), which any constant slope satisfies. The coupling is absent from this equation because \(\gamma P\theta'\) is a total derivative. At free ends \(\delta\theta\) is arbitrary, so the boundary term requires \(2A\theta'=\gamma P\), which is \(\theta'=q_0\). The ends select the same slope as the energy.

Clamped ends give a different outcome. Let \(\mathbf l\) be held along \(+z\) at both ends, so that the total turn is \(2\pi n\) with integer \(n\). The slope is \(2\pi n/L\), and the energy density relative to the uniform state is

\[
f_n=A\left(\frac{2\pi n}{L}\right)^2-\gamma P\,\frac{2\pi n}{L}
=A\,\frac{2\pi n}{L}\left(\frac{2\pi n}{L}-2q_0\right).
\]

One full turn beats the uniform state when \(2\pi/L<2q_0\), or \(L>\pi/q_0\). This length is half the natural period \(\lambda_0=2\pi/q_0\). In a thinner clamped layer the uniform state has the lower energy of the two, even without anisotropy. If only the axis is held, so that one end may point along \(-z\), half-integer \(n\) is allowed, and a half turn beats the uniform state already for \(L>\pi/(2q_0)=\lambda_0/4\). For \(L\gg\lambda_0\) the allowed slopes lie close together and the best one approaches \(q_0\).

### The coupling in three dimensions

Let the polarization be uniform and fixed, \(\mathbf P=P\hat{\mathbf z}\), and let \(\mathbf l(\mathbf r)\) be a unit vector field. We seek energy terms linear in \(\mathbf P\), quadratic in \(\mathbf l\) and containing one derivative. Inversion reverses both \(\mathbf P\) and the derivative, and at most changes the sign of \(\mathbf l\), which enters twice. Time reversal also changes \(\mathbf l\) twice. Such terms are therefore allowed.

If no crystal direction other than that of \(\mathbf P\) enters, the indices can be paired in three ways:

\[
(\mathbf P\cdot\mathbf l)(\nabla\cdot\mathbf l),\qquad
\mathbf P\cdot(\mathbf l\cdot\nabla)\mathbf l,\qquad
\tfrac12\,\mathbf P\cdot\nabla(\mathbf l\cdot\mathbf l).
\]

The third is zero because \(\mathbf l\cdot\mathbf l=1\). The sum of the first two is a divergence, since for uniform \(\mathbf P\)

\[
(\mathbf P\cdot\mathbf l)(\nabla\cdot\mathbf l)+\mathbf P\cdot(\mathbf l\cdot\nabla)\mathbf l
=\nabla\cdot\big[\mathbf l\,(\mathbf P\cdot\mathbf l)\big].
\]

A divergence contributes only at the surface. The bulk is therefore governed by the difference, and we take

\[
f=A\sum_i|\nabla l_i|^2
-\gamma\,\mathbf P\cdot\big[\mathbf l(\nabla\cdot\mathbf l)-(\mathbf l\cdot\nabla)\mathbf l\big].
\]

The normalization matters. The first invariant alone, with coefficient \(-\gamma_1\), equals half the difference plus half the sum. It thus corresponds to \(\gamma=\gamma_1/2\) in the bulk. In the same way, if the gradient term is written with \(A/2\) in front, the wavevector is \(\gamma P/A\) in terms of that \(A\). The period in a wide sample is the same in every one of these forms. In a narrow layer with free ends, the surface part of the first invariant can change the slope.

In components, the bracket projected on \(z\) is

\[
I=l_z\nabla\cdot\mathbf l-(\mathbf l\cdot\nabla)l_z
=l_z\partial_xl_x-l_x\partial_xl_z+l_z\partial_yl_y-l_y\partial_yl_z .
\]

The two terms \(l_z\partial_zl_z\) have cancelled. Derivatives along the polarization gain nothing from the coupling.

### Which rotation gains energy

Let \(\mathbf n\) be a unit vector perpendicular to \(\mathbf P\), and let \(u=q\,\mathbf n\cdot\mathbf r\). A cycloid turns in the plane that contains its propagation direction:

\[
\mathbf l=\mathbf n\sin u+\hat{\mathbf z}\cos u .
\]

The squared gradients add up to \(q^2(\cos^2u+\sin^2u)=q^2\). For the coupling,

\[
\nabla\cdot\mathbf l=q\cos u,\qquad
(\mathbf l\cdot\nabla)l_z=\sin u\,(\mathbf n\cdot\nabla)\cos u=-q\sin^2u .
\]

Hence \(I=q\cos^2u+q\sin^2u=q\), and

\[
f=Aq^2-\gamma Pq .
\]

This is the energy of the chain again, with the same \(A\) and \(\gamma P\). It holds for every direction \(\mathbf n\) perpendicular to \(\mathbf P\).

A screw turns in the plane normal to its propagation direction. With \(\mathbf m=\hat{\mathbf z}\times\mathbf n\), it is \(\mathbf l=\mathbf m\sin u+\hat{\mathbf z}\cos u\). Now \(\nabla\cdot\mathbf l=q\cos u\,(\mathbf n\cdot\mathbf m)=0\), and \((\mathbf l\cdot\nabla)l_z\) is zero for the same reason. The coupling gives nothing, so \(f=Aq^2\) and the best screw is the uniform state.

A rotation that propagates along the polarization, \(\mathbf l=\hat{\mathbf x}\sin qz+\hat{\mathbf z}\cos qz\), has only derivatives along \(z\). Its coupling energy is also zero. Of these three rotations only the cycloid gains energy. Its plane contains both \(\mathbf P\) and the propagation direction, which lies across \(\mathbf P\).

If \(P\) is reversed, \(q_0\) changes sign. The period and the energy are unchanged, but \(\mathbf l\) turns in the opposite sense as one moves along \(\mathbf n\).

### Numbers for a cycloid of tens of nanometres

Take round parameters in the rough regime of bismuth ferrite at room temperature: \(A=3.0\) pJ/m, \(P=100\) µC/cm² and a cell length \(a=0.40\) nm, which is the distance between neighbouring spins. The coupling is set to \(\gamma=0.60\) mV so that the period comes out at tens of nanometres. The period therefore illustrates the formula and does not predict the material's value.

Since 100 µC/cm² is 1 C/m², \(\gamma P=0.60\) mJ/m². Then

\[
q_0=\frac{0.60\times10^{-3}\ \mathrm{J/m^2}}{2\times3.0\times10^{-12}\ \mathrm{J/m}}
=1.0\times10^{8}\ \mathrm{m^{-1}}=0.10\ \mathrm{nm^{-1}},
\]

\[
\lambda_0=\frac{2\pi}{0.10\ \mathrm{nm^{-1}}}=63\ \mathrm{nm}.
\]

The energy gain is

\[
Aq_0^2=(3.0\times10^{-12}\ \mathrm{J/m})(1.0\times10^8\ \mathrm{m^{-1}})^2
=30\ \mathrm{kJ/m^3}.
\]

In a volume \(a^3\) this is about 12 µeV. For propagation along a bond, as in the chain, the turn per cell is \(q_0a=0.040\) rad, or 2.3 degrees. The energy per cell is small because both the exchange cost and the coupling gain are small for slow rotation. The period depends only on the ratio \(\gamma P/A\), not on the size of the energy.

A numerical chain shows the sign and the size together. Its spacing is 1.0 nm, coarser than the cell, with \(J=2A/a\) recalculated for that spacing. Its 41 spins have all three components free, and the energy is lowered by a quasi-Newton method from a disturbed, nearly collinear antiferromagnetic state. The Néel vector settles at \(q=0.0997\) nm⁻¹ for \(+P\) and \(-0.0997\) nm⁻¹ for \(-P\). The difference from 0.1000 nm⁻¹ is the lattice effect: \(\arctan(0.1)=0.0997\).

## 2. Other textures and the limits of the formula

The symbols carried over are these. The unit Néel vector is \(\mathbf l\), the stiffness \(A\) multiplies \(\sum_i|\nabla l_i|^2\) without a factor 1/2, and the uniform polarization \(P\) points along \(z\). The coupling energy is \(-\gamma P I\), where

\[
I=l_z\partial_xl_x-l_x\partial_xl_z+l_z\partial_yl_y-l_y\partial_yl_z .
\]

A cycloid across \(\mathbf P\) has \(f=Aq^2-\gamma Pq\), with minimum \(-Aq_0^2\) at \(q_0=\gamma P/(2A)\). In the example \(\gamma P=0.60\) mJ/m², \(A=3.0\) pJ/m, \(q_0=0.10\) nm⁻¹, \(\lambda_0=63\) nm and \(Aq_0^2=30\) kJ/m³.

For a fixed, uniform polarization and no anisotropy, a cycloid across \(\mathbf P\) gains the most energy at \(q_0=\gamma P/(2A)\), while a screw and a rotation along \(\mathbf P\) gain nothing from the coupling. It remains to ask whether a two-dimensional texture can do better, and how anisotropy, the response of the polarization, a magnetic field and thermal motion affect the result.
